# Image error of a donor-acceptor pair in a neutral cubic supercell

**Question**

I have an ionized donor, charge $+q$, and an ionized acceptor, charge $-q$, separated by $\mathbf d$ in a cubic supercell of side $L$ and volume $V=L^3$. The host has dielectric constant $\varepsilon$. The cell is neutral, so I expected no image correction, yet the pair energy changes with $L$.

I am asked to compute the screened Ewald energy of the pair and to show that its leading image error is

$$-\frac{2\pi q^2d^2}{3\varepsilon V}.$$

I tried treating the images as dipoles and adding their interactions over spherical shells. By cubic symmetry everything cancels and I get zero. Where does the term come from, and can I remove it by extrapolating in $L$?

**Answer**

Your shell sum is correct, but it describes a different electrostatic problem: a large sphere of cells, with charge on its surface. A periodic calculation has a periodic potential, and hence no average electric field. The missing term is the difference between the two. I first derive it from the Ewald potential and then return to your sum.

**Model and conventions.** I use Gaussian atomic units, so a unit charge in vacuum has potential $1/r$. The defects are point charges in a uniform, linear, isotropic dielectric, which divides every interaction by $\varepsilon$. The infinite self-energy of each point charge is omitted. The image error is the periodic energy per cell minus the energy of one isolated pair in the same medium, $E_{\rm iso}=-q^2/(\varepsilon d)$.

**The Ewald potential**

Let $\psi(\mathbf r)$ be the periodic potential, without screening, of one unit charge per cell plus a uniform neutralizing background:

$$\nabla^2\psi=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+\frac{4\pi}{V},$$

with zero average over the cell. Add and subtract at each lattice point $\mathbf R$ a unit Gaussian charge $(\alpha^3/\pi^{3/2})e^{-\alpha^2r^2}$, whose potential is $\operatorname{erf}(\alpha r)/r$.

A point charge minus its Gaussian gives the short-ranged potential $\operatorname{erfc}(\alpha r)/r$. The Gaussians themselves have Fourier coefficients $e^{-G^2/4\alpha^2}/V$, and Poisson's equation multiplies each by $4\pi/G^2$. The background cancels the $\mathbf G=0$ charge.

The short-ranged part still has a nonzero average,

$$\frac1V\int\frac{\operatorname{erfc}(\alpha r)}{r}\,d^3r=\frac{4\pi}{V}\int_0^\infty r\operatorname{erfc}(\alpha r)\,dr=\frac{4\pi}{V}\,\frac{1}{4\alpha^2}=\frac{\pi}{\alpha^2V},$$

which must be subtracted. Therefore

$$\psi(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\alpha|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\alpha^2}}{G^2}\cos(\mathbf G\cdot\mathbf r)-\frac{\pi}{\alpha^2V}.$$

We also need the potential at a charge with its own $1/r$ removed, $\xi=\lim_{r\to0}[\psi(\mathbf r)-1/r]$. In the $\mathbf R=0$ term, $[\operatorname{erfc}(\alpha r)-1]/r=-\operatorname{erf}(\alpha r)/r\to-2\alpha/\sqrt\pi$, so

$$\xi=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\alpha R)}{R}+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\alpha^2}}{G^2}-\frac{2\alpha}{\sqrt\pi}-\frac{\pi}{\alpha^2V}.$$

**The pair energy**

The backgrounds of the donor and acceptor lattices cancel. Since $\psi(-\mathbf d)=\psi(\mathbf d)$, the potentials at the two charges, without their own singular parts, are

$$\phi_+=\frac q\varepsilon[\xi-\psi(\mathbf d)],\qquad \phi_-=\frac q\varepsilon[\psi(\mathbf d)-\xi].$$

The energy per cell is half the sum of charge times potential:

$$E_{\rm per}=\tfrac12\left[q\phi_++(-q)\phi_-\right]=-\frac{q^2}{\varepsilon}\left[\psi(\mathbf d)-\xi\right].$$

**The leading image error**

Write $\psi=1/r+\xi+u(\mathbf r)$, so that $u$ contains the position-dependent effect of the images and background. Because $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the central delta function cancels and

$$\nabla^2u=\frac{4\pi}{V}\quad(r<L),\qquad u(0)=0.$$

Inversion symmetry removes odd powers of the coordinates. In the quadratic part, mirror symmetry forbids terms such as $xy$, and exchange of axes makes the coefficients of $x^2,y^2,z^2$ equal. It is therefore $ar^2$. Its Laplacian is $6a$, so $6a=4\pi/V$ and

$$u(\mathbf r)=\frac{2\pi r^2}{3V}+O\!\left(\frac{r^4}{L^5}\right).$$

The power of $L$ in the remainder follows from dimensions. Substitution gives

$$E_{\rm per}=-\frac{q^2}{\varepsilon d}-\frac{2\pi q^2d^2}{3\varepsilon V}+O\!\left(\frac{q^2d^4}{\varepsilon L^5}\right).$$

Subtracting $E_{\rm iso}$ proves the requested result for fixed $d$ and increasing $L$. The negative sign means that the periodic cell binds the pair too strongly at this order.

**Why your shell sum gave zero**

Let $\mathbf p=q\mathbf d$, taken from acceptor to donor, and $\mathbf P=\mathbf p/V$. Your sphere of cells sits in an infinite medium of the same $\varepsilon$. On a large scale it is a positive ball of charge density $\rho$ displaced by $\mathbf s$ from a negative one, with $\rho\mathbf s=\mathbf P$. A uniform ball has internal field $4\pi\rho\mathbf r/(3\varepsilon)$, so the total is

$$\frac{4\pi\rho}{3\varepsilon}\left[(\mathbf r-\mathbf s)-\mathbf r\right]=-\frac{4\pi\mathbf P}{3\varepsilon}.$$

The periodic solution has zero average field, so this surface contribution must be removed by adding $\mathbf F=+4\pi\mathbf p/(3\varepsilon V)$. Your shell sum contributes no dipole field at the centre, so $\mathbf F$ is the whole leading field of the images there. The energy per cell is

$$-\tfrac12\mathbf p\cdot\mathbf F=-\frac{2\pi p^2}{3\varepsilon V}=-\frac{2\pi q^2d^2}{3\varepsilon V}.$$

The half is needed because each interaction is shared between two cells. The quoted error thus belongs to the zero-field boundary condition, often called "tin-foil".

**The next term**

After $2\pi r^2/(3V)$ is removed, $u$ satisfies Laplace's equation. A cubic-symmetric quartic has the form $A(x^4+y^4+z^4)+Br^4$. Its Laplacian is $(12A+20B)r^2$, so $B=-3A/5$. With $\mathbf n=\mathbf r/r$, the angular factor, scaled to 1 along [100], is

$$g(\mathbf n)=\frac52\left(n_x^4+n_y^4+n_z^4-\frac35\right).$$

To find its coefficient, expand the potential of each image in Legendre polynomials. The fourth-order part along [100] is $S_4r^4/L^5$, where

$$S_4=\sum_{\mathbf m\ne0}\frac{P_4(m_x/m)}{m^5}$$

runs over integer vectors. This sum converges absolutely, so it has no surface ambiguity; the uniform background contributes nothing to a fourth-order harmonic. The next energy term is

$$E_4=-\frac{q^2}{\varepsilon}\,\frac{S_4\,g(\mathbf n)\,d^4}{L^5}.$$

The leading error is isotropic, but this correction depends on the pair's direction.

**A numerical case**

Take $q=1$ elementary charge, $\varepsilon=10$, $d=5$ Å along [100] and $L=20$ Å. These are model parameters; six decimals are kept so that small differences can be followed. In these units $q^2$ becomes 14.39965 eV Å, and $q^2/\varepsilon=1.439965$ eV Å. The Ewald sums give $L\psi(\mathbf d)=1.305935$ and $L\xi=-2.837297$, hence

$$E_{\rm per}=-1.439965\,\frac{1.305935+2.837297}{20}=-0.298305\ \text{eV}.$$

The isolated energy is $-1.439965/5=-0.287993$ eV, so the full image error is $-0.010312$ eV. The two analytic terms are

$$-\frac{2\pi(1.439965)(5^2)}{3(8000)}=-0.009425\ \text{eV},$$

$$E_4=-\frac{1.439965(3.1082)(5^4)}{20^5}=-0.000874\ \text{eV}.$$

They leave $-0.000014$ eV (differences here and below are taken from unrounded values, so they can differ by one in the last digit from differences of the rounded numbers). Along [110] and [111], where $g=-1/4$ and $-2/3$, the full errors are $-0.009192$ and $-0.008861$ eV: the fourth-order term has changed sign.

The direct sum over an embedded sphere gives $-0.288881$ eV. It lies above the Ewald energy by 0.009425 eV, the surface term found above. It still differs from the isolated energy because the higher multipole terms remain.

**Extrapolation in cell size**

For the same pair along [100], the errors relative to the isolated energy are:

| $L$ (Å) | Raw error (eV) | After removing leading term (eV) |
|---:|---:|---:|
| 15 | −0.026149 | −0.003809 |
| 20 | −0.010312 | −0.000888 |
| 30 | −0.002908 | −0.000116 |
| 40 | −0.001205 | −0.000027 |

If you prefer to fit the $L^{-3}$ term, write $E_i=E_\infty+A/L_i^3$ for two cells. Multiplying by $L_i^3$ and subtracting eliminates $A$:

$$E_\infty\simeq\frac{L_2^3E_2-L_1^3E_1}{L_2^3-L_1^3}.$$

For $L_1=20$ Å and $L_2=30$ Å,

$$E_\infty\simeq\frac{27000(-0.290901)-8000(-0.298305)}{19000}=-0.287784\ \text{eV}.$$

The remaining error is $+0.000209$ eV. Here, subtracting the known term from the 30 Å result does better, with an error of $-0.000116$ eV. The fit has absorbed part of the $L^{-5}$ term into $A$. Write that term as $B/L^5$, with $B=-(q^2/\varepsilon)S_4d^4$ along [100]. In the two-cell formula it shifts the extrapolated energy by $B(L_2^{-2}-L_1^{-2})/(L_2^3-L_1^3)$. With $B=-1.439965(3.1082)(5^4)$ eV Å$^5$ this is $+0.000204$ eV, nearly all of the error found.

Keep $\mathbf d$ fixed in such a series. If $d/L$ is fixed instead, dimensional analysis gives an error proportional to $1/L$, and this extrapolation is wrong. For a wide pair the leading term alone can also be far off, by an amount that depends on direction: at $d=L/2$ along [100], the full error is 1.416 times the leading term.

**What changes for real defects**

Point charges are not essential to the leading term. For a neutral, localized charge density $\rho$ with dipole $\mathbf p$, the quadratic part of $u$ gives

$$\frac{1}{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\frac{2\pi}{3V}|\mathbf r-\mathbf r'|^2\,d^3r\,d^3r'=-\frac{2\pi p^2}{3\varepsilon V}.$$

To see this, expand $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$. Neutrality removes the first two terms, and the last gives $-2p^2$. As a check, Gaussian charges of widths 1.2 and 1.6 Å give the same full image error, $-0.010312$ eV, as the point charges.

The formula does assume that the charge clouds do not overlap their images and that one isotropic $\varepsilon$ describes the response. In an atomistic calculation, the usual choice is the electronic dielectric constant if the ions stay at positions that have not responded to the defect charges, and the static one if they have relaxed around the charged pair. Ions frozen in a geometry relaxed for a different charge state are not described by a single $\varepsilon$. Charge transfer between the defects, or a dipole that changes with $L$, lies outside this correction. The numerical check checks the electrostatic formulas numerically; uniform screening is an input to the model.

## Table of computed values

```
charge q: 1 e
dielectric constant eps: 10 (dimensionless)
separation d: 5.0 angstrom
cell side L: 20.0 angstrom
cell volume V: 8000 angstrom^3
e^2/(4 pi epsilon_0): 14.39965 eV angstrom
xi times L: -2.837297 (dimensionless)
psi(d) times L: 1.305935 (dimensionless)
lattice sum S4: 3.1082 (dimensionless)
Ewald pair energy: -0.298305 eV
isolated pair energy: -0.287993 eV
full image error: -0.010312 eV
leading image error: -0.009425 eV
fourth-order term [100]: -0.000874 eV
left after both terms: -0.000014 eV
energy minus leading error: -0.288881 eV
[100]: factor g 1.0000, image error -0.010312 eV
[110]: factor g -0.2500, image error -0.009192 eV
[111]: factor g -0.6667, image error -0.008861 eV
L 15 angstrom: energy -0.314142 eV, error -0.026149 eV, after correction -0.003809 eV
L 20 angstrom: energy -0.298305 eV, error -0.010312 eV, after correction -0.000888 eV
L 30 angstrom: energy -0.290901 eV, error -0.002908 eV, after correction -0.000116 eV
L 40 angstrom: energy -0.289198 eV, error -0.001205 eV, after correction -0.000027 eV
extrapolated from L 20 and 30 angstrom: -0.287784 eV
extrapolation error: 0.000209 eV
embedded-sphere energy: -0.288881 eV
embedded sphere minus Ewald: 0.009425 eV
Gaussian widths: 1.2 and 1.6 angstrom
Gaussian-charge image error: -0.010312 eV
full/leading error at d = L/2 [100]: 1.4159 (dimensionless)
```
